\section*{Correlation and zero-point energy in the hydrogenolysis of disilane}

\section*{Problem}

Disilane and hydrogen can form silane in the gas phase:
\begin{equation}
\mathrm{Si_2H_6+H_2\longrightarrow 2\,SiH_4}.
\end{equation}
Treat the molecules as isolated, closed-shell and nonrelativistic. Use Hartree--Fock (HF) and CCSD(T) in the def2-SVP basis, at the HF minima of that basis, with disilane staggered. Leave the silicon $1s$, $2s$ and $2p$ electrons uncorrelated.

\begin{enumerate}
\item Write the reaction energy at 0 K as a sum of HF, correlation and harmonic zero-point terms. State what makes the separation definite, and why the energy of two silane molecules may be taken as twice that of one.
\item Evaluate the electronic terms.
\item Evaluate the zero-point term from HF frequencies and find which vibrations determine its sign.
\item Find the reaction enthalpy at 298.15 K and at 700 K, the latter a rough temperature for silicon deposition from disilane.
\item Estimate the main neglected effects and decide how far the result can be trusted.
\end{enumerate}

\section*{Solution}

\subsection*{1. The separation}

For any molecular property $X$, define products minus reactants:
\begin{equation}
\Delta X=2X(\mathrm{SiH_4})-X(\mathrm{Si_2H_6})-X(\mathrm{H_2}).
\label{eq:delta}
\end{equation}
A negative $\Delta E$ means that energy is released. For each molecule the correlation energy in the chosen basis is
\begin{equation}
E_{\rm corr}=E_{\rm CCSD(T)}-E_{\rm HF},
\end{equation}
with both energies at the same geometry. The energy of the vibrational ground state is then
\begin{equation}
E_0=E_{\rm CCSD(T)}+E_{\rm ZP}=E_{\rm HF}+E_{\rm corr}+E_{\rm ZP}.
\end{equation}
Because \eqref{eq:delta} is linear in $X$,
\begin{equation}
\Delta E_0=\Delta E_{\rm HF}+\Delta E_{\rm corr}+\Delta E_{\rm ZP}.
\label{eq:split}
\end{equation}
Using one basis keeps a change of basis out of $\Delta E_{\rm corr}$, and using one geometry keeps out a change of structure. The split remains a convention: correlation also alters the minima and the frequencies, and these changes are estimated in part 5.

The factor 2 in \eqref{eq:delta} requires the energy of two distant molecules $A$ and $B$ to be the sum of their separate energies. Coupled-cluster theory writes the wave function as $e^{T}\Phi$, where $\Phi$ is the HF determinant and $T$ creates excitations. CCSD keeps single and double excitations in $T$. For distant fragments $T=T_A+T_B$, and $T_A$ and $T_B$ commute, so
\begin{equation}
e^{T_A+T_B}=e^{T_A}e^{T_B}.
\end{equation}
The wave function factorizes and the energies add. A linear expansion cut at double excitations (CISD) lacks the product in which both fragments are doubly excited, so it does not factorize. A test with two $\mathrm{H_2}$ molecules 100 bohr apart gives an additivity error of $-0.00001$ kJ/mol for CCSD(T), including its perturbative triples correction (T), and $2.93$ kJ/mol for CISD. Since a hydrogen molecule has no triples contribution of its own, this pair tests (T) only for spurious terms between the fragments.

\subsection*{2. Electronic terms}

The minima have an H--H length of 0.747 \AA\ and an Si--H length of 1.481 \AA\ in silane. In disilane, Si--Si is 2.370 \AA, Si--H is 1.484 \AA\ and the Si--Si--H angle is $110.1^\circ$. The energies in hartree are:

\begin{center}
\begin{tabular}{lrr}
 & $E_{\rm HF}$ & $E_{\rm corr}$\\
$\mathrm{H_2}$ & $-1.128929$ & $-0.034536$\\
$\mathrm{SiH_4}$ & $-291.153927$ & $-0.147931$\\
$\mathrm{Si_2H_6}$ & $-581.158647$ & $-0.268657$
\end{tabular}
\end{center}

With 1 hartree $=2625.5$ kJ/mol, the HF term is
\begin{align}
\Delta E_{\rm HF}&=2(-291.153927)+581.158647+1.128929\nonumber\\
&=-0.020278\ \text{hartree}=-53.24\ \text{kJ/mol},
\end{align}
and the correlation term is
\begin{align}
\Delta E_{\rm corr}&=2(-0.147931)+0.268657+0.034536\nonumber\\
&=0.007331\ \text{hartree}=19.25\ \text{kJ/mol}.
\end{align}
Correlation lowers the energy of every molecule, but it lowers the reactants more, so the reaction releases less energy than HF predicts. Both sides have eight correlated electron pairs: seven in disilane and one in hydrogen, against four in each silane. Equal pair counts therefore do not make the correlation energies cancel.

The correlation term can be resolved further. Second-order perturbation theory (MP2) gives $20.31$ kJ/mol, the step from MP2 to CCSD adds $-4.01$ kJ/mol, and (T) adds $2.95$ kJ/mol. The last two partly cancel, which is why MP2 lies close to the full value here. Hydrogen has no triples contribution, because two electrons cannot be triply excited. For the same reason its CCSD energy is the full configuration-interaction energy within this basis.

The purely electronic reaction energy is
\begin{equation}
\Delta E_{\rm CCSD(T)}=-53.24+19.25=-33.99\ \text{kJ/mol}.
\end{equation}

\subsection*{3. Zero-point term}

Let $u_i$ be a small Cartesian displacement from a minimum, $m_i$ the mass of the atom it moves, and $H_{ij}=\partial^2E_{\rm HF}/\partial u_i\partial u_j$. The first derivatives vanish, so to second order the vibrational energy is
\begin{equation}
\frac12\sum_i m_i\dot u_i^2+\frac12\sum_{ij}H_{ij}u_iu_j .
\end{equation}
Setting $q_i=\sqrt{m_i}\,u_i$ turns this into
\begin{equation}
\frac12\sum_i\dot q_i^2+\frac12\sum_{ij}
\frac{H_{ij}}{\sqrt{m_im_j}}q_iq_j .
\end{equation}
The matrix in the second term is real and symmetric, so an orthogonal change of coordinates diagonalizes it and leaves the kinetic term unchanged. Its eigenvalues are $\omega_k^2$. Each nonzero mode is an independent oscillator with ground-state energy $\hbar\omega_k/2$, hence
\begin{equation}
E_{\rm ZP}=\frac12\sum_k\hbar\omega_k .
\end{equation}
Translations and rotations are removed. This leaves $3N-6$ modes for a nonlinear molecule of $N$ atoms and $3N-5$ for a linear one: 18 for disilane, 9 for silane and 1 for hydrogen.

The minima and Hessians were obtained with density fitting, which expands products of basis functions in an auxiliary basis; the electronic energies in part 2 were not fitted. For silane, the fitted Hessian from gradient differences and an unfitted analytic Hessian give frequencies that differ by at most $0.59$ cm$^{-1}$.

The zero-point energies are $86.58$ kJ/mol for silane, $135.89$ kJ/mol for disilane and $27.44$ kJ/mol for hydrogen. Therefore
\begin{equation}
\Delta E_{\rm ZP}=2(86.58)-135.89-27.44=9.83\ \text{kJ/mol}.
\end{equation}

The number of modes falls from 19 to 18, yet the zero-point energy rises. To see why, add the wavenumbers in two groups. The modes above 2300 cm$^{-1}$ sum to $18\,720$ cm$^{-1}$ in the products (8 modes) and to $13\,928+4588=18\,516$ cm$^{-1}$ in the reactants (7 modes). The remaining modes sum to $10\,234$ cm$^{-1}$ in the products (10 modes) and $8791$ cm$^{-1}$ in the reactants (12 modes). Half of each difference is
\begin{align}
\tfrac12(18\,720-18\,516)&=102\ \text{cm}^{-1}\simeq1.2\ \text{kJ/mol},\\
\tfrac12(10\,234-8791)&\simeq722\ \text{cm}^{-1}\simeq8.6\ \text{kJ/mol}.
\end{align}
The high-frequency modes nearly cancel, since the single H--H stretch, at 4588 cm$^{-1}$, has nearly the wavenumber of the two additional Si--H stretches together. Most of the rise comes from the lower group. Six disilane modes lie between 129 and 685 cm$^{-1}$, whereas the lowest silane mode is at 1009 cm$^{-1}$.

Equation \eqref{eq:split} now gives
\begin{equation}
\Delta E_0=-53.24+19.25+9.83=-24.16\ \text{kJ/mol},
\end{equation}
or $-0.250$ eV per reaction event. At this level correlation contributes about twice as much as zero-point motion, with the same sign. Leaving out correlation but keeping the zero-point term would give $-43.41$ kJ/mol.

\subsection*{4. Enthalpy at finite temperature}

For an ideal gas with classical translation and rotation, a nonlinear molecule has translational energy $3kT/2$, rotational energy $3kT/2$ and $pV=kT$, in total $4kT$. A linear molecule has one rotational degree of freedom fewer, in total $7kT/2$.

For one vibration let $y=e^{-\hbar\omega/kT}$. Its mean energy above the ground level is
\begin{equation}
\hbar\omega\,\frac{\sum_n n y^n}{\sum_n y^n}
=\hbar\omega\,\frac{y/(1-y)^2}{1/(1-y)}
=\frac{\hbar\omega}{e^{\hbar\omega/kT}-1}.
\end{equation}
Writing $h_{\rm vib}$ for the sum of this expression over the modes of a molecule, and using $2(4)-4-\tfrac72=\tfrac12$, one finds
\begin{equation}
\Delta H(T)=\Delta E_0+\tfrac12kT+\Delta h_{\rm vib}(T).
\end{equation}
As $T\to0$ both thermal terms vanish and $\Delta H\to\Delta E_0$. The complete thermal part is $-3.16$ kJ/mol at 298.15 K and $-11.53$ kJ/mol at 700 K, so that
\begin{align}
\Delta H(298.15\ \text{K})&=-24.16-3.16=-27.32\ \text{kJ/mol},\\
\Delta H(700\ \text{K})&=-24.16-11.53=-35.69\ \text{kJ/mol}.
\end{align}
At 700 K, $RT=5.82$ kJ/mol, so the $\tfrac12RT$ term is $+2.91$ kJ/mol and vibrations contribute $-14.44$ kJ/mol. The soft modes of disilane store more thermal energy than the stiffer modes of silane. They thus raise $\Delta E_{\rm ZP}$ but lower the thermal part of $\Delta H$.

The classical treatment of rotation is least accurate for hydrogen, whose rotational levels are widely spaced. Summing over these levels instead of using $RT$ raises $\Delta H$ by $0.22$ kJ/mol at 298.15 K and by $0.24$ kJ/mol at 700 K. These corrections are not included in the values above.

\subsection*{5. Neglected effects}

\paragraph{Basis.} At fixed geometries, going from def2-SVP to def2-TZVP changes $\Delta E_{\rm HF}$ by $+4.47$ kJ/mol and the MP2 correlation term by $+8.36$ kJ/mol. If the MP2 change is taken over for CCSD(T), $\Delta E_0$ becomes $-11.32$ kJ/mol. This assumes that the difference between CCSD(T) and MP2 does not depend on the basis, which holds only to about 1 kJ/mol: in def2-TZVPP with a truncated set of natural virtual orbitals it moves from $-1.06$ kJ/mol to about zero, mainly through (T). The combined shift exceeds the whole zero-point term and is about half of $|\Delta E_0|$. It is not a bound on the basis error, because def2-TZVP is itself finite and has no $d$ functions on hydrogen. With the larger def2-TZVPP basis, which has them, the same estimate gives about $-14.5$ kJ/mol, a further change of about $-3$ kJ/mol.

\paragraph{Geometry.} Let $\delta$ be a change of the internal coordinates from the HF minimum, $K$ the HF Hessian in these coordinates and $g$ the gradient of the correlation energy. To leading order the energy changes by $g^{T}\delta+\tfrac12\delta^{T}K\delta$. Setting its derivative $g+K\delta$ to zero gives $\delta=-K^{-1}g$ and an energy change
\begin{equation}
-g^{T}K^{-1}g+\tfrac12g^{T}K^{-1}g=-\tfrac12g^{T}K^{-1}g .
\end{equation}
With MP2 gradients this raises $\Delta E$ by $0.23$ kJ/mol.

\paragraph{Frequencies.} MP2 multiplies the HF frequency by $0.9833$ for $\mathrm{H_2}$ and by $0.9873$ for the symmetric stretch of silane. Applying the silane ratio to all modes of silane and disilane gives
\begin{equation}
0.9873\,(173.16-135.89)-0.9833\,(27.44)\simeq9.82\ \text{kJ/mol},
\end{equation}
almost unchanged. This is a weak estimate, because a stretching ratio has been applied to the lower modes that supply most of $\Delta E_{\rm ZP}$. If all lower modes were instead reduced by 5\%, their 8.6 kJ/mol would fall by 0.4 kJ/mol. Solving the radial vibrational equation on the HF curve of $\mathrm{H_2}$ lowers its zero-point energy by about $0.2$ kJ/mol, which raises $\Delta E_0$ by the same amount. Anharmonicity of the Si--H vibrations was not evaluated.

\paragraph{Torsion.} Rigidly rotating one $\mathrm{SiH_3}$ group of disilane to the eclipsed form costs $V_3=3.90$ kJ/mol. Take
\begin{equation}
V(\phi)=\tfrac12V_3(1-\cos3\phi)\simeq\tfrac94V_3\phi^2
\end{equation}
near the minimum. Equating this to $\tfrac12I\omega^2\phi^2$, where $I$ is the reduced moment of inertia, gives $\omega=\sqrt{9V_3/(2I)}$. The result, $129.8$ cm$^{-1}$, agrees with the Hessian value of $128.6$ cm$^{-1}$. At 700 K, however, $RT$ exceeds the barrier and the harmonic picture fails. The energy levels of the hindered rotor change $\Delta H$ by $+1.27$ kJ/mol through the thermal part and by $+0.03$ kJ/mol through $\Delta E_0$.

\paragraph{The real process.} In a deposition reactor the gas also contains reactive intermediates and meets a growing surface, so this enthalpy fixes neither a rate nor a yield. An equilibrium constant would also need the reaction entropy. Among the effects sized here, the basis moves the 700 K enthalpy most. Adding the basis and torsion shifts gives
\begin{equation}
-35.69+4.47+8.36+1.27+0.03\simeq-22\ \text{kJ/mol}.
\end{equation}
With the def2-TZVPP shift in place of the def2-TZVP one, the sum is about $-25$ kJ/mol. Silicon core correlation and relativity remain outside this estimate.

The value $-24.2$ kJ/mol therefore describes the stated model at 0 K. For the real reaction, the calculation supports a modest release of energy but does not settle even its first digit. Enlarging the basis for both the HF and the correlation energy changes the result more than refining the zero-point term by the amounts estimated here: from def2-SVP to def2-TZVPP the two terms rise by about 5 kJ/mol each, with the correlation change taken from MP2. The numerical output gives the individual frequencies and energies.

\section*{Numbers as computed}
\begin{verbatim}
basis: def2-svp ; larger basis for sizing: def2-tzvp
H2 frequencies (cm^-1): 4588
H2: E_HF -1.128929, E_corr -0.034536, E_CCSD(T) -1.163465 hartree
H2: MP2 -0.026325, CCSD -0.034536, (T) -0.000000 hartree
H2: zero-point energy 27.44 kJ/mol, 1 modes
SiH4 frequencies (cm^-1): 1009 1009 1009 1045 1045 2336 2336 2336 2352
SiH4: E_HF -291.153927, E_corr -0.147931, E_CCSD(T) -291.301858 hartree
SiH4: MP2 -0.115565, CCSD -0.145530, (T) -0.002400 hartree
SiH4: zero-point energy 86.58 kJ/mol, 9 modes
Si2H6 frequencies (cm^-1): 129 405 405 444 685 685 933 1013 1015 1015 1031 1031 2314 2314 2320 2323 2323 2334
Si2H6: E_HF -581.158647, E_corr -0.268657, E_CCSD(T) -581.427305 hartree
Si2H6: MP2 -0.212540, CCSD -0.262735, (T) -0.005923 hartree
Si2H6: zero-point energy 135.89 kJ/mol, 18 modes
H-H length 0.7470 angstrom
Si-H length in SiH4 1.4814 angstrom
Si2H6: Si-Si 2.3696, Si-H 1.4839 angstrom, Si-Si-H 110.13 deg
dE_HF -53.24 kJ/mol
dE_corr 19.25 kJ/mol
  of which MP2 20.31, CCSD beyond MP2 -4.01, (T) 2.95 kJ/mol
dE_CCSD(T), no zero-point -33.99 kJ/mol
dE_ZP 9.83 kJ/mol
dE0 total -24.16 kJ/mol = -0.2504 eV
HF plus zero-point only -43.41 kJ/mol
silane Hessian check, largest gap 0.59 cm^-1
two distant H2, error: CCSD(T) -0.00001, CISD 2.930 kJ/mol
fitting error on dE: HF 0.008, MP2 correlation -0.034 kJ/mol
basis change of dE: HF 4.47, MP2 correlation 8.36 kJ/mol
dE0 with both basis changes -11.32 kJ/mol
geometry relaxation (MP2) on dE 0.225 kJ/mol
H2 symmetric stretch: HF 4588, MP2 4511 cm^-1, ratio 0.9833
SiH4 symmetric stretch: HF 2352, MP2 2322 cm^-1, ratio 0.9873
dE_ZP with these ratios 9.82 kJ/mol
H2 anharmonic change of zero-point -0.214, on dE0 0.214 kJ/mol
torsion: barrier 3.90 kJ/mol, harmonic 128.6, from cosine 129.8 cm^-1
298.15 K: thermal part -3.16, enthalpy -27.32 kJ/mol
298.15 K: H2 rotation, level sum minus RT -0.224 kJ/mol
700.00 K: thermal part -11.53, enthalpy -35.69 kJ/mol
700.00 K: H2 rotation, level sum minus RT -0.241 kJ/mol
RT at 700 K 5.82 kJ/mol
hindered-rotor change on dE0 0.034 kJ/mol
hindered-rotor change on thermal part at 700 K 1.27 kJ/mol
\end{verbatim}
